\section*{The density-dependent permittivity potential and its numerical sensitivity in the switching shell, part 1}

(Sections cited here and not found follow in the second part.)

\section{The energy and its functional derivative}

\subsection{A numerical fact to be explained}

A model cation with two electrons sits in a dielectric whose permittivity $\varepsilon$ is a function of the local electron density $n$. At the nominal surface of its cavity, $|\varepsilon'(n)|$ is about $1.03\times10^{5}$ bohr$^3$, and the extra potential caused by the density dependence is $0.017$ hartree. Closer to the ion, $|\varepsilon'(n)|$ has fallen by a factor of about one hundred, to $990$ bohr$^3$, yet the extra potential has risen to its maximum of $0.237$ hartree, or $6.46$ eV. At the outer point an error of $10^{-3}$ atomic units in the electric field, if it points along the field, is enough to more than double the potential, because it is half the local field. The potential is thus largest where the permittivity, as a function of density, is comparatively flat. At the outer point, where the permittivity is steep, a small absolute error of the field changes the potential strongly. Both facts follow from one functional derivative.

The model has a Gaussian core of charge $3$ and width $0.5$ bohr, proportional to $e^{-(r/0.5)^2}$ with $r$ in bohr, and the density
\begin{equation}
n(r)=\frac{N\kappa^3}{8\pi}e^{-\kappa r},\qquad N=2,\quad \kappa=2\ \mathrm{bohr}^{-1}.
\label{eq:density}
\end{equation}
The permittivity switches smoothly from $1$ at high density to the bulk value $\varepsilon_b$ at low density:
\begin{equation}
\varepsilon(n)=1+\frac{\varepsilon_b-1}{1+x},\qquad x=\left(\frac{n}{n_0}\right)^{2\beta},
\label{eq:switch}
\end{equation}
with $\varepsilon_b=80$, $n_0=5\times10^{-4}$ bohr$^{-3}$ and $\beta=1.3$. The nominal surface is where $n=n_0$. These are round model parameters; the density is prescribed and not relaxed in the medium.

\subsection{Setting and assumptions}

Gaussian atomic units are used. The electron number density is $n\ge0$. Since an electron has charge $-1$, the free charge density is
\begin{equation}
q=q_{\rm ion}-n .
\label{eq:charge}
\end{equation}
The electrostatic potential $\phi$, defined as the energy per unit positive charge, obeys
\begin{equation}
\nabla\cdot(\varepsilon(n)\nabla\phi)=-4\pi q,
\label{eq:poisson}
\end{equation}
and the electrostatic energy, including the work of polarizing the medium, is
\begin{equation}
E[n]=\frac12\int q\phi\,d^3r .
\label{eq:energy}
\end{equation}

The assumptions are these.

(A1) The medium is linear, isotropic and local: $\varepsilon$ at a point depends on $n$ at that point, is differentiable there, and is bounded below by a positive constant.

(A2) The ionic charge is fixed and smeared out, so that its self-energy is finite. The density and its variations are continuous, and smooth except possibly for cusps at isolated points; the varied density stays non-negative.

(A3) One of three boundary conditions holds: an isolated solute with $\phi\to0$ at infinity and a rapidly decaying density; a box with $\phi=0$ on its walls; or a periodic cell that is neutral and stays neutral under the variation.

(A4) There are no mobile ions in the medium, and the energies of cavity formation, dispersion and repulsion are not part of $E$.

\subsection{Two lemmas}

\paragraph{Lemma 1 (field form of the energy).} Under (A1)--(A3),
\begin{equation}
E=\frac1{8\pi}\int\varepsilon|\nabla\phi|^2\,d^3r .
\label{eq:fieldform}
\end{equation}

\emph{Proof.} The product rule and equation (\ref{eq:poisson}) give
\begin{equation}
\nabla\cdot(\phi\,\varepsilon\nabla\phi)
=\varepsilon|\nabla\phi|^2+\phi\,\nabla\cdot(\varepsilon\nabla\phi)
=\varepsilon|\nabla\phi|^2-4\pi q\phi .
\end{equation}
Integrating, using the divergence theorem and dividing by $8\pi$,
\begin{equation}
\frac1{8\pi}\int\varepsilon|\nabla\phi|^2\,d^3r
=\frac12\int q\phi\,d^3r
+\frac1{8\pi}\oint\phi\,\varepsilon\nabla\phi\cdot d\mathbf S .
\label{eq:surface}
\end{equation}
In the grounded box $\phi=0$ on the surface. In a periodic cell opposite faces cancel. For an isolated solute of net charge $Q$, on a large sphere of radius $R$, $\phi\simeq Q/(\varepsilon_bR)$ and $\varepsilon\,\partial\phi/\partial r\simeq-Q/R^2$. The area is $4\pi R^2$, so the last term of (\ref{eq:surface}) is $-Q^2/(2\varepsilon_bR)$, which vanishes as $R\to\infty$. $\square$

Now let the density be $n+\lambda\,\delta n$, and let a dot denote the derivative with respect to $\lambda$ at $\lambda=0$. With the ions fixed,
\begin{equation}
\dot q=-\delta n,\qquad \dot\varepsilon=\varepsilon'(n)\,\delta n .
\label{eq:dots}
\end{equation}

\paragraph{Lemma 2 (response of the potential).} Under (A1)--(A3),
\begin{equation}
\int q\dot\phi\,d^3r=\int\phi\dot q\,d^3r
-\frac1{4\pi}\int\dot\varepsilon|\nabla\phi|^2\,d^3r .
\label{eq:response}
\end{equation}

\emph{Proof.} Differentiating (\ref{eq:poisson}) with respect to $\lambda$ gives
\begin{equation}
\nabla\cdot(\dot\varepsilon\nabla\phi)+\nabla\cdot(\varepsilon\nabla\dot\phi)=-4\pi\dot q .
\label{eq:variedpoisson}
\end{equation}
Multiply by $\phi$ and integrate. One integration by parts in the first term gives
\begin{equation}
\int\phi\,\nabla\cdot(\dot\varepsilon\nabla\phi)\,d^3r
=-\int\dot\varepsilon|\nabla\phi|^2\,d^3r .
\end{equation}
Two integrations by parts in the second term move the operator from $\dot\phi$ to $\phi$:
\begin{align}
\int\phi\,\nabla\cdot(\varepsilon\nabla\dot\phi)\,d^3r
&=-\int\varepsilon\nabla\phi\cdot\nabla\dot\phi\,d^3r\nonumber\\
&=\int\dot\phi\,\nabla\cdot(\varepsilon\nabla\phi)\,d^3r
=-4\pi\int q\dot\phi\,d^3r .
\label{eq:selfadjoint}
\end{align}
The surface terms vanish as in Lemma 1. For the isolated solute, $\phi$ and $\dot\phi$ fall at least as fast as $1/R$ and their gradients as $1/R^2$, while $\dot\varepsilon$ vanishes far away. The integrated equation is therefore
\begin{equation}
-\int\dot\varepsilon|\nabla\phi|^2\,d^3r-4\pi\int q\dot\phi\,d^3r
=-4\pi\int\phi\dot q\,d^3r .
\end{equation}
Solving for the integral of $q\dot\phi$ gives (\ref{eq:response}). $\square$

\subsection{The theorem}

\paragraph{Theorem.} Under (A1)--(A4), the functional derivative of the electrostatic energy is
\begin{equation}
\frac{\delta E}{\delta n}=-\phi+v_\varepsilon,\qquad
v_\varepsilon=-\frac{\varepsilon'(n)}{8\pi}|\nabla\phi|^2 .
\label{eq:theorem}
\end{equation}
In a neutral periodic cell it is defined up to a constant, because there the variation must have zero integral.

\emph{Proof.} Differentiate (\ref{eq:energy}) and insert Lemma 2:
\begin{align}
\dot E&=\frac12\int\dot q\phi\,d^3r+\frac12\int q\dot\phi\,d^3r\nonumber\\
&=\frac12\int\phi\dot q\,d^3r+\frac12\int\phi\dot q\,d^3r
-\frac1{8\pi}\int\dot\varepsilon|\nabla\phi|^2\,d^3r\nonumber\\
&=\int\phi\dot q\,d^3r-\frac1{8\pi}\int\dot\varepsilon|\nabla\phi|^2\,d^3r .
\label{eq:edot}
\end{align}
With (\ref{eq:dots}) this becomes
\begin{equation}
\dot E=\int\left[-\phi-\frac{\varepsilon'(n)}{8\pi}|\nabla\phi|^2\right]\delta n\,d^3r ,
\end{equation}
and the bracket is the functional derivative. $\square$

\paragraph{Remark 1 (meaning and sign).} The term $-\phi$ is the potential energy of a charge $-1$. The term $v_\varepsilon$ is quadratic in $\phi$, so it does not depend on which sign of charge is called positive. For a permittivity that falls with density, $\varepsilon'<0$ and $v_\varepsilon\ge0$: electrons are repelled. Adding electron density at a point lowers the permittivity there and so removes polarizable medium from a region with a field. The medium had lowered the energy, and its removal costs energy. If $\varepsilon$ is constant, $v_\varepsilon=0$ and the usual electrostatic potential remains.

\paragraph{Remark 2 (why freezing the potential gives the opposite sign).} In the field form (\ref{eq:fieldform}), varying $\varepsilon$ at fixed $\phi$ gives $+\int\dot\varepsilon|\nabla\phi|^2d^3r/(8\pi)$, the negative of the correct contribution. The full derivative is
\begin{equation}
\dot E=\frac1{8\pi}\int\dot\varepsilon|\nabla\phi|^2\,d^3r
+\frac1{4\pi}\int\varepsilon\nabla\phi\cdot\nabla\dot\phi\,d^3r .
\end{equation}
By (\ref{eq:selfadjoint}) the last term equals $\int q\dot\phi\,d^3r$, and by Lemma 2 this contains $-\int\dot\varepsilon|\nabla\phi|^2d^3r/(4\pi)$. The response of $\phi$ thus contributes minus twice the frozen term, and the sum has the sign of the theorem.

A functional for which freezing is legitimate is
\begin{equation}
\mathcal G[\psi;n]=\int q\psi\,d^3r-\frac1{8\pi}\int\varepsilon(n)|\nabla\psi|^2\,d^3r .
\label{eq:G}
\end{equation}
Put $\psi=\phi+\eta$, where $\eta$ obeys the same boundary conditions. The terms linear in $\eta$ are
\begin{equation}
\int q\eta\,d^3r-\frac1{4\pi}\int\varepsilon\nabla\phi\cdot\nabla\eta\,d^3r
=\int q\eta\,d^3r-\int q\eta\,d^3r=0 ,
\end{equation}
by one integration by parts and (\ref{eq:poisson}). By Lemma 1 the value at $\eta=0$ is $2E-E=E$. Hence
\begin{equation}
\mathcal G[\phi+\eta;n]=E-\frac1{8\pi}\int\varepsilon|\nabla\eta|^2\,d^3r .
\label{eq:secondorder}
\end{equation}
Because $\mathcal G$ is stationary at $\phi$, its derivative with respect to $n$ may be taken at fixed $\psi=\phi$, which gives the theorem at once. Equation (\ref{eq:secondorder}) also shows a contrast: an error in the potential enters this energy in second order, whereas $v_\varepsilon$ contains the square of the field itself and inherits the error in first order.

\paragraph{Remark 3 (spherical symmetry).} Let $F=-d\phi/dr$ be the radial field, $D=\varepsilon F$ the displacement and $Q(r)$ the free charge inside radius $r$. Integrating (\ref{eq:poisson}) over a sphere gives $4\pi r^2D=4\pi Q$, so
\begin{equation}
D=\frac{Q(r)}{r^2},\qquad
E=\frac1{8\pi}\int_0^\infty\frac{D^2}{\varepsilon}4\pi r^2\,dr
=\frac12\int_0^\infty\frac{Q^2}{\varepsilon r^2}\,dr .
\label{eq:gauss}
\end{equation}
This energy can be varied without solving for $\phi$:
\begin{equation}
\dot E=\int_0^\infty\frac{Q\dot Q}{\varepsilon r^2}\,dr
-\frac12\int_0^\infty\frac{Q^2\dot\varepsilon}{\varepsilon^2r^2}\,dr .
\end{equation}
In the first term $Q/(\varepsilon r^2)=F=-d\phi/dr$. Integration by parts with $d\dot Q/dr=4\pi r^2\dot q$ turns it into $\int\phi\dot q\,d^3r$. In the second, $Q^2/(\varepsilon^2r^2)=r^2F^2$, which gives $-\int\dot\varepsilon F^2d^3r/(8\pi)$. The result is again (\ref{eq:edot}). The minus sign appears here directly, because the displacement is set by the free charge and $1/\varepsilon$ is what varies.

\subsection{Checks of the theorem}

The first check has no spherical symmetry. In a two-dimensional grounded box, with energies per unit length, an anisotropic Gaussian density and an off-centre ionic charge were placed in a medium with $\varepsilon_b=5$, $n_0=0.05$ and $\beta=1$. An off-centre bump of amplitude $\lambda$ was added to the density, and the Poisson equation was solved again. When the bump changed the permittivity alone, the energy derivative was $16.309$ atomic units; the integral of $v_\varepsilon$ over the bump is $16.313$. When it changed both the charge and the permittivity, the derivative was $-3.058$, against $-3.054$ from (\ref{eq:theorem}). Each difference is about $0.004$, or $0.02\,\%$ of the permittivity contribution; the test required agreement within $1\,\%$ of that contribution.

The second check uses the cation. From (\ref{eq:density}), $\ln n=3\ln\kappa-\kappa r+\mathrm{const}$, so
\begin{equation}
\frac{\partial n}{\partial\kappa}=\left(\frac3\kappa-r\right)n .
\end{equation}
Integrating (\ref{eq:theorem}) with this variation gives, in hartree bohr,
\begin{equation}
\frac{dE}{d\kappa}=-1.415235-0.056469=-1.471704 ,
\end{equation}
where the first number comes from $-\phi$ and the second from $v_\varepsilon$. Numerical differentiation of the Gauss-law energy (\ref{eq:gauss}) gives $-1.471704$ as well. The opposite sign of $v_\varepsilon$ would give $-1.358766$.

\subsection{Use in a self-consistent calculation}

In Kohn--Sham theory the electrostatic part of the effective potential is $-\phi+v_\varepsilon$. The sum of the occupied orbital energies $\epsilon_i$ then contains $v_\varepsilon$ too:
\begin{equation}
\sum_i\epsilon_i=T_s+\int n\,(v_{xc}-\phi+v_\varepsilon)\,d^3r ,
\end{equation}
where $T_s$ is the orbital kinetic energy and $v_{xc}$ the exchange-correlation potential, taken as local. The total energy is $T_s+E_{xc}+E$. Eliminating $T_s$ and using $\int n\phi\,d^3r+E=\frac12\int(q_{\rm ion}+n)\phi\,d^3r$, which follows from (\ref{eq:charge}) and (\ref{eq:energy}),
\begin{align}
E_{\rm tot}={}&\sum_i\epsilon_i-\int n v_{xc}\,d^3r+E_{xc}\nonumber\\
&+\frac12\int(q_{\rm ion}+n)\phi\,d^3r-\int n v_\varepsilon\,d^3r .
\label{eq:doublecount}
\end{align}
The last term has to be subtracted because $v_\varepsilon$ is a derivative of $E$ and not a separate energy. For the prescribed density of the cation it amounts to $0.054$ hartree.

\section{The switching shell and its numerical sensitivity}

\subsection{Symbols and results carried over}

The electron density is $n$, the electrostatic potential is $\phi$, and $\mathbf F=-\nabla\phi$ is the field. The functional derivative of the electrostatic energy is $-\phi+v_\varepsilon$, with
\begin{equation}
v_\varepsilon=-\frac{\varepsilon'(n)}{8\pi}|\mathbf F|^2 .
\label{eq:recall}
\end{equation}
The permittivity is $\varepsilon=1+(\varepsilon_b-1)/(1+x)$ with $x=(n/n_0)^{2\beta}$. In spherical symmetry $F=D/\varepsilon$ and $D=Q(r)/r^2$, where $Q(r)$ is the free charge inside radius $r$. The example is a cation with two electrons, $n\propto e^{-\kappa r}$, $\kappa=2$ bohr$^{-1}$, $\varepsilon_b=80$, $n_0=5\times10^{-4}$ bohr$^{-3}$ and $\beta=1.3$.

The functional derivative of the electrostatic energy is $-\phi+v_\varepsilon$, where $v_\varepsilon$ comes from the density dependence of the permittivity and is repulsive to electrons when $\varepsilon$ falls with density. It remains to find where $v_\varepsilon$ is large and how errors of the field and the density affect it.
